# Photovoltage, photocurrent and impedance of an illuminated electrode at one operating point: a numerical check

```python
# Result under test: W = -Z H at one operating point of an illuminated electrode.
# H = dj/dI at fixed voltage, W = dV/dI at fixed current, Z = dV/dj at fixed light.
# V: electrode potential against the reference; j: anodic current density (positive);
# I: absorbed photon flux times elementary charge. Time factor exp(+i omega t).
# Example: n-type germanium photoanode with space charge Q, surface-hole charge s,
# band bending u, Helmholtz voltage uh, recombination and hole transfer.
# Internal units: V, A/cm2, C/cm2, F/cm2, ohm cm2, cm, s.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

q = sc.e
T0 = 298.15
kB_eV = sc.k / q
eps = 16.0 * sc.epsilon_0 / 100      # F/cm
donors = 1e16                        # cm^-3
C_H = 10e-6                          # Helmholtz capacitance
k_n = 1e-9                           # electron capture coefficient, cm3/s
k_0 = 2e3                            # hole transfer rate at uh = 0, 1/s
beta = 0.5                           # transfer coefficient
mult = 1.5                           # charge transferred per captured hole
R_s = 5.0                            # series resistance
V_set = 0.23                         # V from dark flat band
I_set = 1e-3                         # absorbed photon current
E_act = 0.4                          # activation energy of transfer, eV


def flows(u, s, T=T0):
    vt = kB_eV * T
    Q = np.sqrt(2 * q * eps * donors * (u - vt + vt * np.exp(-u / vt)))
    uh = (Q + s) / C_H
    rec = k_n * donors * np.exp(-u / vt) * s
    rate = k_0 * np.exp(-E_act / kB_eV * (1 / T - 1 / T0))
    transfer = rate * np.exp(beta * uh / vt) * s
    return Q, uh, rec, transfer


def steady(V, I, T=T0):
    """Band bending, surface-hole charge and current at fixed V and I."""
    def holes(u):
        def balance(s):
            _, _, rec, tr = flows(u, s, T)
            return rec + tr - I
        return brentq(balance, 0.0, 2 * I / k_0, xtol=1e-22, rtol=1e-14)

    def voltage_error(u):
        s = holes(u)
        _, uh, _, tr = flows(u, s, T)
        return u + uh + mult * tr * R_s - V
    u = brentq(voltage_error, 1e-3, V, xtol=1e-15, rtol=1e-14)
    s = holes(u)
    return u, s, mult * flows(u, s, T)[3]


vt = kB_eV * T0
point = steady(V_set, I_set)
u0, s0, j0 = point
Q0, uh0, rec0, tr0 = flows(u0, s0)


def response(kind, freq, depth=1e-3, at=point, R=R_s, direct=0.0, n=17):
    """First harmonic of the periodic solution of the nonlinear balances."""
    ub, sb, jb = at
    vb = ub + flows(ub, sb)[1] + jb * R
    theta = 2 * np.pi * np.arange(n) / n
    wave = np.cos(theta)
    diff = np.subtract.outer(np.arange(n), np.arange(n))
    D = np.zeros((n, n))
    off = diff != 0
    D[off] = 0.5 * (-1.0) ** diff[off] / np.sin(np.pi * diff[off] / n)
    D *= 2 * np.pi * freq
    I = I_set * (1 + (depth * wave if kind != "Z" else 0 * wave))

    def terminals(x):
        u, s = x[:n] * vt, x[n:] * sb
        Q, uh, rec, tr = flows(u, s)
        j = D @ Q + I - rec + (mult - 1) * tr
        v = u + uh + j * R + direct * (I - I_set)
        return v, j, D @ s - I + rec + tr

    def residual(x):
        v, j, hole_error = terminals(x)
        if kind == "W":
            control = (j - jb) / I_set
        else:
            drive = depth * vt * wave if kind == "Z" else 0.0
            control = (v - vb - drive) / vt
        return np.concatenate([control, hole_error / I_set])

    x = np.concatenate([np.full(n, ub / vt), np.ones(n)])
    for _ in range(30):
        F = residual(x)
        if np.max(abs(F)) < 1e-11:
            break
        J = np.empty((2 * n, 2 * n))
        for k in range(2 * n):
            xc = x.astype(complex)
            xc[k] += 1e-30j
            J[:, k] = residual(xc).imag / 1e-30
        x = x - np.linalg.solve(J, F)
    assert np.max(abs(residual(x))) < 1e-10
    v, j, _ = terminals(x)

    def phasor(y):
        return 2 * np.mean(y * np.exp(-1j * theta))
    if kind == "H":
        return phasor(j) / phasor(I)
    if kind == "W":
        return phasor(v) / phasor(I)
    return phasor(v) / phasor(j)


# Three separately simulated experiments at every frequency.
freqs = [10.0, 100.0, 1e3, 1e4, 1e5]
spectra = {f: tuple(response(k, f) for k in "HZW") for f in freqs}
mismatch = max(abs(-Z * H / W - 1) for H, Z, W in spectra.values())
assert mismatch < 1e-5


# State matrices at fixed current and fixed voltage.
def rates(x, j, I):
    u, s = x
    Q, _, rec, tr = flows(u, s)
    C = q * eps * donors * (1 - np.exp(-u / vt)) / Q
    return np.array([(j - I + rec - (mult - 1) * tr) / C, I - rec - tr])


C_sc = q * eps * donors * (1 - np.exp(-u0 / vt)) / Q0
A = np.empty((2, 2))
c = np.empty(2)
for k in range(2):
    xc = np.array([u0, s0], dtype=complex)
    xc[k] += 1e-30j
    A[:, k] = rates(xc, j0, I_set).imag / 1e-30
    c[k] = (xc[0] + flows(*xc)[1]).imag / 1e-30
b = np.array([1 / C_sc, 0.0])
g = np.array([-1 / C_sc, 1.0])
A_V = A - np.outer(b, c) / R_s
for f, (H, Z, W) in spectra.items():
    iw = 2j * np.pi * f * np.eye(2)
    Z_det = R_s * np.linalg.det(iw - A_V) / np.linalg.det(iw - A)
    H_state = -c @ np.linalg.solve(iw - A_V, g) / R_s
    W_state = c @ np.linalg.solve(iw - A, g)
    assert abs(Z_det / Z - 1) < 1e-5
    assert abs(H_state / H - 1) < 1e-5
    assert abs(W_state / W - 1) < 1e-5
eig_J, eig_V = np.linalg.eigvals(A), np.linalg.eigvals(A_V)
assert max(eig_J.real) < 0 and max(eig_V.real) < 0
tau_J, tau_V = np.sort(-1 / eig_J.real), np.sort(-1 / eig_V.real)

# Time integration from rest at fixed current.
f_t, depth_t, cycles = 1e3, 0.01, 8


def march(t, y):
    I = I_set * (1 + depth_t * np.cos(2 * np.pi * f_t * t))
    return rates((y[0] * vt, y[1] * s0), j0, I) / np.array([vt, s0])


t_out = (cycles + np.arange(64) / 64) / f_t
run = solve_ivp(march, (0, (cycles + 1) / f_t), [u0 / vt, 1.0], method="LSODA",
                t_eval=t_out, rtol=1e-9, atol=1e-11, max_step=0.02 / f_t)
assert run.success
u_t, s_t = run.y[0] * vt, run.y[1] * s0
v_t = u_t + flows(u_t, s_t)[1]
W_time = 2 * np.mean(v_t * np.exp(-2j * np.pi * f_t * t_out)) / (depth_t * I_set)
time_error = abs(W_time / spectra[1e3][2] - 1)
assert time_error < 3e-4

# Static slopes, each from the steady states that define it.
dV, dI = 1e-5, 3e-4 * I_set
Y_static = (steady(V_set + dV, I_set)[2] - steady(V_set - dV, I_set)[2]) / (2 * dV)
H_static = (steady(V_set, I_set + dI)[2] - steady(V_set, I_set - dI)[2]) / (2 * dI)


def voltage_at_current(I):
    return brentq(lambda V: steady(V, I)[2] - j0, V_set - 0.01, V_set + 0.01,
                  xtol=1e-14, rtol=1e-13)


W_static = (voltage_at_current(I_set + dI) - voltage_at_current(I_set - dI)) / (2 * dI)
triple = W_static * Y_static / H_static
assert abs(triple + 1) < 1e-5
W_simple = -vt / (I_set - j0 / mult)
assert abs(W_simple / W_static - 1) < 0.03   # neglects C_sc/C_H

# A direct light-induced voltage must leave the identity intact.
H_d = response("H", 1e4, direct=-2.0)
W_d = response("W", 1e4, direct=-2.0)
assert abs(-spectra[1e4][1] * H_d / W_d - 1) < 1e-5
assert abs(H_d / spectra[1e4][0] - 1) > 1e-3

# Wrong operating point, one-sided resistance correction, and large modulation.
H100, Z100, W100 = spectra[100.0]
other = steady(V_set + 0.05, I_set)
error_point = abs(-Z100 * response("H", 100.0, at=other) / W100 - 1)
assert error_point > 0.05
H5, Z5, W5 = spectra[1e5]
H_int = response("H", 1e5, R=0.0)
assert abs(-(Z5 - R_s) * H_int / W5 - 1) < 1e-5
error_R = abs(-(Z5 - R_s) * H5 / W5 - 1)
large = [abs(response("W", 100.0, depth=a) / (-Z100 * H100) - 1) for a in (0.05, 0.1)]
assert 3.5 < large[1] / large[0] < 4.7

# Convergence with the number of time points per period.
shift = max(abs(response(k, 1e3, n=33) / spectra[1e3][i] - 1)
            for i, k in enumerate("HZW"))
assert shift < 1e-6

# Sizes of neglected effects; material inputs are rough typical values.
n_i, N_c, D_p, life = 2e13, 1e19, 50.0, 1e-4
alpha, v_sat, field_break, mass_light = 1.5e5, 6e6, 0.1, 0.08
lattice, layer, D_ion = 5.66e-8, 5e-3, 1e-5
L_p = np.sqrt(D_p * life)
width = Q0 / (q * donors)
dark = q * D_p * n_i**2 / donors / L_p
uncollected = np.exp(-alpha * width) / (1 + alpha * L_p)
inversion = (n_i / donors)**2 * np.exp(u0 / vt)
field = Q0 / eps / 1e6
E00 = sc.hbar / 2 * np.sqrt(donors * 1e6 / (mass_light * sc.m_e * eps * 100))
filling = s0 / q / (2 / lattice**2)
etch = j0 / (4 * q) / (8 / lattice**3)
product = j0 / (4 * q * sc.N_A) * layer / D_ion * 1e6


def static_Z(T):
    return 2 * dV / (steady(V_set + dV, I_set, T)[2] - steady(V_set - dV, I_set, T)[2])


drift = static_Z(T0 + 1) / static_Z(T0) - 1
au = sc.hbar / q**2 * (sc.physical_constants["Bohr radius"][0] * 100)**2

print(f"temperature {T0:.2f} K; thermal voltage {vt*1e3:.2f} mV")
print(f"donors {donors:.1e} cm^-3; relative permittivity {eps*100/sc.epsilon_0:.1f}")
print(f"Helmholtz capacitance {C_H*1e6:.1f} uF/cm2; series resistance {R_s:.1f} ohm cm2")
print(f"capture coefficient {k_n:.1e} cm3/s; transfer rate k0 {k_0:.1e} 1/s")
print(f"transfer coefficient {beta:.2f}; charge per captured hole {mult:.2f} e")
print(f"set voltage from flat band {V_set:.3f} V; photon current {I_set*1e3:.3f} mA/cm2")
print(f"band bending {u0:.5f} V; Helmholtz voltage {uh0:.5f} V")
print(f"surface-hole density {s0/q:.4e} cm^-2; anodic current {j0*1e3:.5f} mA/cm2")
print(f"recombination current {rec0*1e3:.5f} mA/cm2; hole transfer {tr0*1e3:.5f} mA/cm2")
print(f"space-charge capacitance {C_sc*1e6:.5f} uF/cm2; depletion width {width*1e7:.1f} nm")
print("spectra: f (Hz); H modulus, phase (deg); Z and W modulus (ohm cm2), phase (deg)")
for f, (H, Z, W) in spectra.items():
    print(f"f {f:.0f}: H {abs(H):.5f}, {np.angle(H, deg=True):.2f}; "
          f"Z {abs(Z):.4f}, {np.angle(Z, deg=True):.2f}; "
          f"W {abs(W):.4f}, {np.angle(W, deg=True):.2f}")
H3, Z3, W3 = spectra[1e3]
P3 = -Z3 * H3
print(f"1 kHz W simulated: {W3.real:.5f} {W3.imag:+.5f} i ohm cm2")
print(f"1 kHz -Z H       : {P3.real:.5f} {P3.imag:+.5f} i ohm cm2")
print(f"1 kHz |W| in atomic units: {abs(W3)/au:.4e} hbar a0^2/e^2")
print(f"largest relative mismatch of identity: {mismatch:.1e}")
print(f"relative difference of W from time integration, 1 kHz: {time_error:.1e}")
print(f"relative shift, 17 to 33 time points: {shift:.1e}")
print(f"static H {H_static:.5f}; static Z {1/Y_static:.4f} ohm cm2")
print(f"static W {W_static:.4f} ohm cm2; simple formula {W_simple:.4f} ohm cm2")
print(f"static triple product: {triple:.7f}")
print(f"fixed-current time constants: {tau_J[0]*1e6:.4f} and {tau_J[1]*1e6:.3f} us")
print(f"fixed-voltage time constants: {tau_V[0]*1e6:.4f} and {tau_V[1]*1e6:.3f} us")
print(f"error, H taken 50 mV higher, 100 Hz: {error_point*100:.2f} %")
print(f"error, only Z resistance-corrected, 100 kHz: {error_R*100:.2f} %")
print(f"H at 100 kHz: terminal {abs(H5):.5f}; ideally corrected {abs(H_int):.5f}")
print(f"error of W at 5 and 10 % light depth: {large[0]*100:.4f} and {large[1]*100:.4f} %")
print(f"dark hole current / photon current: {dark/I_set*100:.3f} %")
print(f"uncollected light fraction: {uncollected:.1e}; hole transit {width/v_sat*1e12:.2f} ps")
print(f"equilibrium surface holes / donors: {inversion*100:.3f} %")
print(f"donors / band density of states: {donors/N_c:.1e}")
print(f"peak field {field:.4f} MV/cm; rough breakdown field {field_break:.2f} MV/cm")
print(f"tunnelling energy / thermal energy: {E00/vt:.4f}")
print(f"filled surface sites: {filling*100:.3f} %; etch rate {etch*1e7:.4f} nm/s")
print(f"etched depth in one 10 Hz cycle: {etch*1e7/10:.4f} nm")
print(f"dissolved product at surface: {product:.3f} mmol/L")
print(f"change of static Z for 1 K warming: {drift*100:.2f} %")
print("all good")
```

Printed output:

```
temperature 298.15 K; thermal voltage 25.69 mV
donors 1.0e+16 cm^-3; relative permittivity 16.0
Helmholtz capacitance 10.0 uF/cm2; series resistance 5.0 ohm cm2
capture coefficient 1.0e-09 cm3/s; transfer rate k0 2.0e+03 1/s
transfer coefficient 0.50; charge per captured hole 1.50 e
set voltage from flat band 0.230 V; photon current 1.000 mA/cm2
band bending 0.20707 V; Helmholtz voltage 0.01933 V
surface-hole density 1.0275e+12 cm^-2; anodic current 0.71948 mA/cm2
recombination current 0.52035 mA/cm2; hole transfer 0.47965 mA/cm2
space-charge capacitance 0.07907 uF/cm2; depletion width 179.1 nm
spectra: f (Hz); H modulus, phase (deg); Z and W modulus (ohm cm2), phase (deg)
f 10: H 0.60051, 0.21; Z 82.4682, -0.23; W 49.5232, 179.98
f 100: H 0.60244, 2.04; Z 82.1951, -2.24; W 49.5175, 179.80
f 1000: H 0.71792, 11.36; Z 68.6001, -13.03; W 49.2492, 178.33
f 10000: H 0.89699, 1.34; Z 53.1276, -15.08; W 47.6550, 166.25
f 100000: H 0.88010, -12.36; Z 21.1570, -55.33; W 18.6203, 112.31
1 kHz W simulated: -49.22820 +1.43754 i ohm cm2
1 kHz -Z H       : -49.22816 +1.43754 i ohm cm2
1 kHz |W| in atomic units: 4.2810e+14 hbar a0^2/e^2
largest relative mismatch of identity: 8.8e-07
relative difference of W from time integration, 1 kHz: 9.2e-05
relative shift, 17 to 33 time points: 1.3e-12
static H 0.60049; static Z 82.4710 ohm cm2
static W -49.5233 ohm cm2; simple formula -49.3759 ohm cm2
static triple product: -1.0000001
fixed-current time constants: 3.8782 and 173.942 us
fixed-voltage time constants: 0.3566 and 114.685 us
error, H taken 50 mV higher, 100 Hz: 89.40 %
error, only Z resistance-corrected, 100 kHz: 23.63 %
H at 100 kHz: terminal 0.88010; ideally corrected 0.99209
error of W at 5 and 10 % light depth: 0.2319 and 0.9408 %
dark hole current / photon current: 0.453 %
uncollected light fraction: 6.4e-06; hole transit 2.99 ps
equilibrium surface holes / donors: 1.266 %
donors / band density of states: 1.0e-03
peak field 0.0203 MV/cm; rough breakdown field 0.10 MV/cm
tunnelling energy / thermal energy: 0.0639
filled surface sites: 0.165 %; etch rate 0.2545 nm/s
etched depth in one 10 Hz cycle: 0.0254 nm
dissolved product at surface: 0.932 mmol/L
change of static Z for 1 K warming: -0.16 %
all good
```
